# Limiting Current of Copper Electropolishing Set by Inward Water Diffusion: test program

```python
"""Limiting current of copper electropolishing with water as the acceptor.

Result under test:  i_L = F D c_b / (3 delta)
  F      Faraday constant (C/mol)
  D      diffusivity of free water (cm2/s)
  c_b    free-water concentration outside the stagnant layer (mol/cm3)
  delta  thickness of the stagnant layer (cm)
Each Cu2+ ion carries two charges and leaves with six water molecules.
Also tested: volume drift, variable diffusivity, copper build-up at the wall.
Material and transport inputs are rough typical or illustrative values.
"""
import numpy as np
from scipy.constants import physical_constants, R
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

F = physical_constants["Faraday constant"][0]
M_WATER = 2 * 1.008 + 15.999      # g/mol
M_CU, RHO_CU = 63.546, 8.96       # g/mol, g/cm3
acid_wt = 0.85                    # mass fraction of H3PO4
rho_acid = 1.69                   # g/cm3
D = 3.0e-7                        # cm2/s
delta = 50.0e-4                   # cm
D_cu = 0.5 * D                    # cm2/s, hydrated copper ion

c_b = (1 - acid_wt) * rho_acid / M_WATER
i_lim = F * D * c_b / (3 * delta)
J_lim = i_lim / (2 * F)
t_diff = delta**2 / D

# Finite-volume cells; index 0 touches the metal, index -1 the bulk.
n = 60
h = delta / n


def diffusion_matrix(diffusivity, wall_held):
    """Diffusion operator with a held outer edge and held or closed wall."""
    A = np.zeros((n, n))
    k = diffusivity / h**2
    for j in range(n - 1):
        A[j, j] -= k
        A[j, j + 1] += k
        A[j + 1, j + 1] -= k
        A[j + 1, j] += k
    A[-1, -1] -= 2 * k
    if wall_held:
        A[0, 0] -= 2 * k
    return A


# Test 1: wall kept free of water; every six waters captured release one
# complex. Current is measured from the copper leaving the outer edge.
# State: free water, complex (both in units of c_b), and the constant one.
G = np.zeros((2 * n + 1, 2 * n + 1))
G[:n, :n] = diffusion_matrix(D, True)
G[n - 1, -1] = 2 * D / h**2
G[n:2 * n, n:2 * n] = diffusion_matrix(D_cu, False)
G[n, 0] += (2 * D / h**2) / 6
start = np.concatenate([np.ones(n), np.zeros(n), [1.0]])
final = expm(G * 20 * t_diff) @ start
water, complex_cu = final[:n] * c_b, final[n:2 * n] * c_b
cu_out = 2 * D_cu * complex_cu[-1] / h
water_in = 2 * D * (c_b - water[-1]) / h
i_simulated = 2 * F * cu_out
assert abs(i_simulated / i_lim - 1) < 1e-6
assert abs(water_in / (6 * cu_out) - 1) < 1e-6   # no net flux of total water
cu_wall_sim = complex_cu[0] + cu_out * h / (2 * D_cu)
cu_wall = c_b * D / (6 * D_cu)
assert abs(cu_wall_sim / cu_wall - 1) < 1e-6


# Test 2: impose a current and watch the free water at the wall.
def impose_current(current):
    """Return final wall concentration / c_b and time of exhaustion (s)."""
    uptake = 6 * current / (2 * F)
    A = np.zeros((n + 1, n + 1))
    A[:n, :n] = diffusion_matrix(D, False)
    A[n - 1, -1] = 2 * D / h**2
    A[0, -1] -= uptake / (h * c_b)
    dt = 0.5
    step = expm(A * dt)
    state = np.ones(n + 1)
    drop = uptake * h / (2 * D * c_b)
    wall_old = state[0] - drop
    for m in range(int(12 * t_diff / dt)):
        state = step @ state
        wall = state[0] - drop
        if wall < 0:
            return wall, dt * (m + wall_old / (wall_old - wall))
        wall_old = wall
    return wall_old, None


wall_below, time_below = impose_current(0.99 * i_lim)
_, time_just_above = impose_current(1.01 * i_lim)
_, time_above = impose_current(1.10 * i_lim)
assert time_below is None and abs(wall_below - 0.01) < 1e-6
assert time_just_above is not None and time_above is not None
assert time_above < time_just_above


# Test 3: shoot for the copper flux with drift or variable diffusivity.
def shooting_ratio(delta_V, diffusivity):
    """Limiting current / i_lim from the full free-water flux equation."""
    def miss(J):
        def slope(x, c):
            return (6 * J + c * J * delta_V) / diffusivity(c)
        sol = solve_ivp(slope, (0, delta), [0.0], rtol=1e-9, atol=1e-13)
        assert sol.success
        return sol.y[0, -1] / c_b - 1
    return brentq(miss, 0.2 * J_lim, 2 * J_lim, xtol=1e-18) / J_lim


def drift_ratio(delta_V):
    a = delta_V * c_b / 6
    return np.log1p(a) / a


dV = 30.0                         # cm3 per mol of copper, rough size
V_w = 18.0                        # cm3/mol, rough volume of water
for volume in (dV, -dV, -6 * V_w):
    found = shooting_ratio(volume, lambda c: D)
    assert abs(found / drift_ratio(volume) - 1) < 1e-6
fall = 4.0                        # D in bulk / D at the dry wall
variable_ratio = (1 - 1 / fall) / np.log(fall)
found = shooting_ratio(0.0, lambda c: D * np.exp(-np.log(fall) * (1 - c / c_b)))
assert abs(found / variable_ratio - 1) < 1e-6


# Test 4: copper ion, proton and singly charged anion with migration.
# Integrate from bulk to wall; concentrations are in units of cu_wall.
def copper_with_acid(acid):
    def slopes(y, s):
        cu, proton, anion = s
        field = 2 / (4 * cu + proton + anion)
        return [1 - 2 * cu * field, -proton * field, anion * field]
    sol = solve_ivp(slopes, (0, 1), [0.0, acid, acid],
                    method="LSODA", rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


# Finite acid levels stand in for the two limits, hence the tolerances.
assert abs(copper_with_acid(1e-3) - 1 / 3) < 2e-3
assert abs(copper_with_acid(1e3) - 1) < 2e-3
assert 1 / 3 < copper_with_acid(0.5) < 1

# Other effects sized for the example.
i_four = 2 * F * D * c_b / (4 * delta)
E_act, T = 25.0e3, 298.15         # J/mol, K
warming = np.exp(E_act / R * (1 / T - 1 / (T + 1))) - 1
removal = J_lim * M_CU / RHO_CU * 1e4 * 60

print(f"Faraday constant: {F:.2f} C/mol")
print(f"Phosphoric acid content: {100 * acid_wt:.0f} wt%")
print(f"Acid density: {rho_acid:.2f} g/cm3")
print(f"Molar mass of water: {M_WATER:.3f} g/mol")
print(f"Water concentration c_b: {1e3 * c_b:.2f} mol/L")
print(f"Water diffusivity D: {D:.1e} cm2/s")
print(f"Layer thickness delta: {1e4 * delta:.0f} um")
print(f"Diffusion time delta^2/D: {t_diff:.1f} s")
print(f"Limiting inward water flux: {6e9 * J_lim:.0f} nmol/(cm2 s)")
print(f"Limiting outward copper flux: {1e9 * J_lim:.1f} nmol/(cm2 s)")
print(f"Limiting current, formula: {1e3 * i_lim:.2f} mA/cm2")
print(f"Limiting current, simulation: {1e3 * i_simulated:.2f} mA/cm2")
print(f"Limiting current, SI: {1e4 * i_lim:.1f} A/m2")
print(f"Molar mass of copper: {M_CU:.3f} g/mol")
print(f"Density of copper: {RHO_CU:.2f} g/cm3")
print(f"Copper removal rate: {removal:.3f} um/min")
print(f"Wall water / c_b at 0.99 i_L, simulation: {wall_below:.4f}")
print(f"Wall exhausted at 1.01 i_L after: {time_just_above:.0f} s")
print(f"Wall exhausted at 1.10 i_L after: {time_above:.0f} s")
print(f"Volume change size |Delta V|: {dV:.0f} cm3/mol")
print(f"Current ratio, Delta V positive: {drift_ratio(dV):.3f}")
print(f"Current ratio, Delta V negative: {drift_ratio(-dV):.3f}")
print(f"Molar volume of water used: {V_w:.0f} cm3/mol")
print(f"Ratio if bound-water return is ignored: {drift_ratio(-6 * V_w):.3f}")
print(f"Assumed fall of D from bulk to wall: {fall:.0f} times")
print(f"Current ratio with that fall: {variable_ratio:.3f}")
print(f"Current with that fall: {1e3 * i_lim * variable_ratio:.1f} mA/cm2")
print(f"Current if four waters are bound: {1e3 * i_four:.1f} mA/cm2")
print(f"Assumed activation energy of D: {E_act / 1e3:.0f} kJ/mol")
print(f"Reference temperature: {T:.2f} K")
print(f"Rise of D, and of i_L at fixed delta, per K: {100 * warming:.1f} %")
print(f"Copper-ion diffusivity: {D_cu:.1e} cm2/s")
print(f"Wall copper without migration: {1e3 * cu_wall:.2f} mol/L")
print(f"Wall copper, single anion only: {1e3 * cu_wall / 3:.2f} mol/L")
print("done: every assertion held")
```

It prints:

```
Faraday constant: 96485.33 C/mol
Phosphoric acid content: 85 wt%
Acid density: 1.69 g/cm3
Molar mass of water: 18.015 g/mol
Water concentration c_b: 14.07 mol/L
Water diffusivity D: 3.0e-07 cm2/s
Layer thickness delta: 50 um
Diffusion time delta^2/D: 83.3 s
Limiting inward water flux: 844 nmol/(cm2 s)
Limiting outward copper flux: 140.7 nmol/(cm2 s)
Limiting current, formula: 27.15 mA/cm2
Limiting current, simulation: 27.15 mA/cm2
Limiting current, SI: 271.5 A/m2
Molar mass of copper: 63.546 g/mol
Density of copper: 8.96 g/cm3
Copper removal rate: 0.599 um/min
Wall water / c_b at 0.99 i_L, simulation: 0.0100
Wall exhausted at 1.01 i_L after: 149 s
Wall exhausted at 1.10 i_L after: 74 s
Volume change size |Delta V|: 30 cm3/mol
Current ratio, Delta V positive: 0.966
Current ratio, Delta V negative: 1.037
Molar volume of water used: 18 cm3/mol
Ratio if bound-water return is ignored: 1.153
Assumed fall of D from bulk to wall: 4 times
Current ratio with that fall: 0.541
Current with that fall: 14.7 mA/cm2
Current if four waters are bound: 40.7 mA/cm2
Assumed activation energy of D: 25 kJ/mol
Reference temperature: 298.15 K
Rise of D, and of i_L at fixed delta, per K: 3.4 %
Copper-ion diffusivity: 1.5e-07 cm2/s
Wall copper without migration: 4.69 mol/L
Wall copper, single anion only: 1.56 mol/L
done: every assertion held
```
